Minibands of an Oxide Superlattice with Layer-Dependent Masses, part 1

(Sections cited here and not found follow in the second part.)

## First half: matching the layers and finding the minibands

**The problem.** Two oxide semiconductors are grown in alternation along z. The wells have width a, electron mass m_w and band-edge potential 0. The barriers have width b, mass m_b and potential V0 > 0. The period is d = a + b. Electrons tunnel between the wells, and the level of a single well broadens into a band of extended states, called a miniband. We want its energies, its width, the masses of its electrons, and the conditions under which it survives in a real film.

The model has one conduction band with an isotropic, parabolic dispersion in each layer. Interfaces are sharp, all periods are identical, and there is no electric field and no scattering. The slowly varying envelope ψ of the electron wave obeys

−(ħ²/2) ∇·[(1/m(z)) ∇ψ] + V(z) ψ = E ψ.   (1)

Placing 1/m between the two gradients makes the kinetic operator Hermitian when m depends on z. It is not the only Hermitian choice, so (1) is part of the model. Part (a) shows what depends on it.

For numbers we take a = 2 nm, b = 1 nm, m_w = 0.28 m_e, m_b = 0.35 m_e and V0 = 0.30 eV, where m_e is the free-electron mass. These are round parameters in the rough regime of zinc-oxide wells between barriers of magnesium zinc oxide. They describe a model, not a computed material. The constant needed throughout is ħ²/(2m_e) = 0.0381 eV nm².

**(a) Reduce (1) to an equation in z, and find what is continuous at an interface. Which other matching rule could be proposed, and what would it mean?**

*Solution.* Nothing depends on the in-plane position r, so we may write ψ = φ(z) exp(i k_p·r), with in-plane wave number k_p. The in-plane gradients give a factor −k_p², and (1) becomes

−(ħ²/2) (φ'/m)' + [V + ħ²k_p²/(2m)] φ = E φ,   (2)

where a prime on φ or on a bracket containing it means d/dz. Integrate (2) across an interface at z = 0, from −ε to +ε:

(ħ²/2) [φ'/m at +ε − φ'/m at −ε] = ∫ [V + ħ²k_p²/(2m) − E] φ dz.

The integrand is finite, so the right side vanishes as ε → 0, and φ'/m is continuous. The envelope φ is continuous too. A jump in φ would put a delta function into φ', and its derivative in (2) would have nothing to balance it. The two rules are therefore

φ continuous,  φ'/m continuous.   (3)

The slope φ' itself jumps in the ratio of the masses. A very thin layer of a different material at the interface, with a strongly different band edge, can be modelled by a delta function in V, and then φ'/m would jump as well. A sheet of charge does not do this: it only changes the slope of V, which stays finite.

The second rule keeps the particle current continuous. Multiply (2) by φ*, subtract the complex conjugate of the result, and use that E and V are real. The terms without derivatives cancel, leaving

φ* (φ'/m)' − φ (φ*'/m)' = 0.

The left side equals [φ*φ'/m − φφ*'/m]', because the extra terms φ*'φ'/m cancel. Hence the current

j = (ħ/m) Im(φ*φ')

has the same value at every z.

One might instead require φ and φ' to be continuous. At k_p = 0 this means solving −(ħ²/2)φ'' + mVφ = mEφ across all layers. Put φ = χ/√m and divide by √m:

−(ħ²/2) (1/√m) [χ/√m]'' + Vχ = Eχ.

This is also a Hermitian problem, but with a different ordering of mass and derivatives. The slope rule therefore belongs to a different model and has a different spectrum. Part (e) gives the size of the difference.

**(b) Find the matrices that carry the pair (φ, φ'/m) across a well and across a barrier.**

*Solution.* Inside a well m is constant and V = 0. Multiplying (2) by −2m_w/ħ² gives

φ'' = −k²φ,  k² = 2m_wE/ħ² − k_p².   (4)

Inside a barrier the same step gives

φ'' = κ²φ,  κ² = 2m_b(V0 − E)/ħ² + k_p².   (5)

The in-plane motion reduces k² because it takes up part of the energy. For the same reason it increases κ².

Let u = φ and v = φ'/m, with values u₀ and v₀ at the left edge of a well. The solution of (4) with value u₀ and slope m_w v₀ at x = 0 is

φ(x) = u₀ cos kx + (m_w v₀/k) sin kx.

Differentiating and dividing by m_w gives

v(x) = −(k/m_w) u₀ sin kx + v₀ cos kx.

It is convenient to name the two ratios that appear here and in the barrier:

g_w = k/m_w,  g_b = κ/m_b.   (6)

At x = a the well matrix is then

M_w = [[cos ka, (1/g_w) sin ka], [−g_w sin ka, cos ka]].

In the barrier the solution is u₀ cosh κx + (m_b v₀/κ) sinh κx. The same steps, with (cosh)' = sinh and no change of sign, give

M_b = [[cosh κb, (1/g_b) sinh κb], [g_b sinh κb, cosh κb]].

The determinants are cos² + sin² = 1 and cosh² − sinh² = 1. Because u and v are continuous by (3), no further matrix is needed at the interfaces. This is the advantage of using φ'/m instead of φ'.

**(c) Use Bloch's theorem to find the condition on E for a state of wave number q. What happens in the gaps and above the barriers?**

*Solution.* The structure repeats after d, so its extended states can be chosen to gain only a phase over one period:

(u, v) at z + d = exp(iqd) × (u, v) at z.

Starting at the left edge of a well, one period is carried by M = M_b M_w. Thus exp(iqd) is an eigenvalue λ of M. The determinant of M is 1 × 1 = 1, so the other eigenvalue is 1/λ = exp(−iqd). The sum of the eigenvalues is the trace, which gives

2 cos qd = Tr M.

The two diagonal elements of the product are

M₁₁ = cosh κb cos ka − (g_w/g_b) sinh κb sin ka,
M₂₂ = (g_b/g_w) sinh κb sin ka + cosh κb cos ka.

Adding them and dividing by 2 gives the miniband condition

cos qd = f(E),
f(E) = cos ka cosh κb + ½ (g_b/g_w − g_w/g_b) sin ka sinh κb.   (7)

Written out with (6), the bracket is κm_w/(k m_b) − k m_b/(κ m_w). Equal masses reduce it to κ/k − k/κ.

If |f| ≤ 1, a real q exists and the energy is allowed. If |f| > 1, the equation λ + 1/λ = 2f has the real solutions

λ = f ± √(f² − 1),

whose product is 1. One of them has magnitude above 1 and the other below 1. Every solution then grows without limit in at least one direction, so an infinite superlattice has no state at that energy. This is a gap.

Above the barrier κ² becomes negative. Put κ = ip, with p² = 2m_b(E − V0)/ħ² − k_p². Then cosh κb = cos pb and sinh κb = i sin pb. In the bracket, (ip)·i = −p, while i/(ip) = 1/p. Hence

f = cos ka cos pb − ½ [p m_w/(k m_b) + k m_b/(p m_w)] sin ka sin pb.   (8)

At κ = 0 the two forms meet. There κ sinh κb → 0 and (sinh κb)/κ → b, so f = cos ka − (k m_b b/(2m_w)) sin ka.

Equation (8) also shows what the masses do. If p/m_b = k/m_w, the bracket is 2 and f = cos(ka + pb), which never leaves the allowed range. The electron then has the same velocity in both layers and is not reflected. At k_p = 0, squaring this condition gives E/m_w = (E − V0)/m_b, or

E = −V0 m_w/(m_b − m_w).

For m_b > m_w this is negative, so at k_p = 0 heavier barriers do not reach this reflectionless point. With in-plane motion V0 is replaced by the V_eff of part (h). The point then appears once V_eff is negative, which needs ħ²k_p²/(2m_w) > V0 m_b/(m_b − m_w). In the example this is 1.5 eV, far outside the range of a parabolic band. For m_b < m_w it is a positive energy above V0.

**(d) Decide whether E = 0.12 eV is an allowed energy of the example at k_p = 0, and find its Bloch phase.**

*Solution.* With masses in units of m_e, (4) and (5) give

k = √(0.28 × 0.12/0.0381) = 0.939 nm⁻¹,
κ = √(0.35 × 0.18/0.0381) = 1.286 nm⁻¹.

Hence ka = 1.878 and κb = 1.286. The first term of (7) is

cos(1.878) cosh(1.286) = −0.3026 × 1.947 = −0.589.

For the second term, g_b/g_w = (1.286 × 0.28)/(0.939 × 0.35) = 1.095, and its inverse is 0.913. Half the difference is 0.0913. With sin(1.878) = 0.953 and sinh(1.286) = 1.671,

0.0913 × 0.953 × 1.671 = 0.145.

The sum is cos qd = −0.444. Its magnitude is below 1, so the energy is allowed. The phase gained per period is qd = 2.031 rad, or q = 0.677 nm⁻¹.

**(e) Find separate equations for the bottom and the top of the lowest miniband at k_p = 0, and evaluate them.**

*Solution.* Band edges lie where f = +1 or f = −1. Write t = tan(ka/2) and T = tanh(κb/2). The half-angle formulas are

cos ka = (1 − t²)/(1 + t²),  sin ka = 2t/(1 + t²),
cosh κb = (1 + T²)/(1 − T²),  sinh κb = 2T/(1 − T²).

Let N = (1 + t²)(1 − T²), which is positive below the barrier. Then (7) becomes

f = [(1 − t²)(1 + T²) + 2tT (g_b/g_w − g_w/g_b)]/N.

Subtract 1 = N/N. Since (1 − t²)(1 + T²) − (1 + t²)(1 − T²) = 2T² − 2t², the numerator factorizes:

f − 1 = 2 (g_b T − g_w t)(g_w T + g_b t)/(g_w g_b N).   (9)

Multiplying out the two brackets gives g_w g_b(T² − t²) + (g_b² − g_w²)tT, as required. For f + 1 the corresponding sum is 2 − 2t²T², and

f + 1 = 2 (g_b − g_w tT)(g_w + g_b tT)/(g_w g_b N).   (10)

For energies below V0 with 0 < ka < π, both t and T are positive. The second bracket in each equation is then positive and cannot vanish. The edges come from the first brackets:

bottom, qd = 0:  g_w tan(ka/2) = g_b tanh(κb/2),   (11)
top, qd = π:  g_w tan(ka/2) = g_b coth(κb/2).   (12)

The left sides rise with energy. The right sides fall, because κ falls and both κ tanh(κb/2) and κ coth(κb/2) increase with κ. Each equation therefore has at most one root in this range. Since tanh < coth, the root of (11) lies below that of (12). Between them (9) is negative and (10) is positive, so |f| < 1 throughout the band.

The equations also show the shapes of the edge states. In a well both are cos kx, measured from its centre. In a barrier the bottom state is a cosh about the barrier centre, which gives the tanh. The top state is a sinh, which gives the coth and vanishes at the barrier centre.

For the example the roots are 76.95 meV and 147.69 meV. As a check on the bottom, k = 0.7520 nm⁻¹ and κ = 1.4314 nm⁻¹. Since a/2 = 1 nm and b/2 = 0.5 nm,

(0.7520/0.28) tan(0.7520) = 2.512,
(1.4314/0.35) tanh(0.7157) = 2.512,

both in nm⁻¹ per m_e. The miniband width is

Δ = 147.69 − 76.95 = 70.7 meV = 1.13 × 10⁻²⁰ J.

The second miniband follows from (8). It runs from 317.6 to 598.2 meV, wholly above the barrier, and the gap between the two is 170 meV.

These results were tested by diagonalizing (2) on one period divided into 300 cells, with only the Bloch phase imposed at its ends. The two lowest energies were compared with (7) at five phases for k_p = 0 and at two phases for k_p = 0.5 nm⁻¹. The largest difference was 0.015 meV.

The slope rule of part (a) puts the edges at 88.4 and 166.3 meV. Relative to the results of (3), these are 11 and 19 meV higher. A mass ratio of only 1.25 thus makes the choice of kinetic operator visible on the scale of the miniband.

## Second half: width, masses and survival of the miniband

The results needed from the first half are these. Wells have width a, mass m_w and potential 0; barriers have width b, mass m_b and height V0; the period is d = a + b. The wave numbers are k in the wells and κ in the barriers, with k² = 2m_wE/ħ² − k_p² and κ² = 2m_b(V0 − E)/ħ² + k_p², where k_p is the in-plane wave number. The abbreviations are g_w = k/m_w, g_b = κ/m_b, t = tan(ka/2) and T = tanh(κb/2). A Bloch state of wave number q obeys cos qd = f(E). At k_p = 0 the lowest miniband begins where g_w t = g_b T and ends where g_w t = g_b/T. For a = 2 nm, b = 1 nm, m_w = 0.28 m_e, m_b = 0.35 m_e and V0 = 0.30 eV, the edges are 76.95 and 147.69 meV, and the width is Δ = 70.7 meV.

**(f) Find the width for thick barriers to leading order. How well does the result serve at b = 1 nm?**

*Solution.* For b → ∞ both T and 1/T tend to 1. The two edges then merge at the level E_s of a single well, given by

F(E_s) = 0,  F(E) = g_w t − g_b.

For large but finite κb,

T = (1 − e^(−κb))/(1 + e^(−κb)) ≈ 1 − 2e^(−κb),  1/T ≈ 1 + 2e^(−κb).

The edge equations become F = −2g_b e^(−κb) at the bottom and F = +2g_b e^(−κb) at the top. Expanding F about E_s gives an energy shift equal to F divided by dF/dE. The edges move by equal and opposite amounts, so

Δ ≈ 4 g_b e^(−κb)/(dF/dE), evaluated at E_s.

From the definitions at k_p = 0, dk/dE = m_w/(ħ²k) and dκ/dE = −m_b/(ħ²κ). The derivative of tan(ka/2) with respect to k is (a/2)(1 + t²). Therefore

dF/dE = (1/m_w)[t + (ka/2)(1 + t²)] m_w/(ħ²k) + 1/(ħ²κ)
   = (1/ħ²)[t/k + (a/2)(1 + t²) + 1/κ].

At E_s we have t = g_b/g_w = κm_w/(k m_b), and the width is

Δ ≈ 4ħ² (κ/m_b) e^(−κb)/[t/k + (a/2)(1 + t²) + 1/κ].   (13)

The exponential is the factor by which the envelope decays across one barrier, and the mass in its exponent is m_b. The denominator is the integral of φ² over the state of a single well, scaled so that φ = 1 at the interfaces. Its inverse is therefore the probability density at an interface: a state that is weak there couples weakly to its neighbours.

In the example E_s = 105.68 meV, which gives k = 0.8813 nm⁻¹, κ = 1.3361 nm⁻¹ and t = 1.2129. The denominator is

1.376 + 2.471 + 0.748 = 4.596 nm.

With ħ²/m_e = 0.0762 eV nm², the factor before the exponential in (13) is

4 × 0.0762 × (1.3361/0.35)/4.596 = 0.2532 eV.

For b = 4 nm, e^(−5.344) = 0.00478, and Δ = 1.21 meV. The grid diagonalization gives the same value to the digits shown.

For b = 1 nm, e^(−1.336) = 0.263, and (13) gives 66.6 meV. This is 6% below the full width of 70.7 meV. The edges are less well placed than the width suggests. Equation (13) puts them at 105.7 ∓ 33.3 meV, or 72.4 and 139.0 meV, which are 4.6 and 8.7 meV too low. Part of the error cancels in the difference.

The thick-barrier limit also gives the shape of the band. At E_s, insert g_b/g_w = t into f:

f(E_s) = [(1 − t²)(1 + T²) − 2T(1 − t²)]/[(1 + t²)(1 − T²)]
   = [(1 − t²)/(1 + t²)] (1 − T)/(1 + T).

The last factor is e^(−κb), so f(E_s) is nearly zero. Across a narrow band f is nearly linear and falls from 1 to −1 over the width Δ. Setting it equal to cos qd gives

E ≈ E_s − (Δ/2) cos qd.   (14)

This is the band of a chain in which each well is coupled to its neighbours by −Δ/4. A chain with coupling −J has energy −2J cos qd, so 2J = Δ/2. At b = 1 nm this shape is only approximate. With J = 17.7 meV it serves near the band centre, where (7) gives dE/d(qd) = 35.1 meV against 2J = 35.4 meV. At the bottom its mass ħ²/(2Jd²) = 0.24 m_e is well below the 0.366 m_e found in part (g).

We now have the miniband condition, the edges and width of the lowest miniband in the example, and a thick-barrier formula for the width. What remains is to find the electron masses along z and in the plane, the effect of in-plane motion on the width, and the conditions under which the miniband survives in a real film.
